# The Tight-Binding Vacancy as the Infinite-Repulsion Limit of One Site

Let $H$ be a Hermitian one-electron Hamiltonian on a lattice with one orbital $|j\rangle$ per site. The orbitals are orthonormal, spin is a spectator, and densities of states are per spin unless both spins are named. For $\mathrm{Im}\,z>0$ the resolvent and its element on site 0 are

$$G(z)=(z-H)^{-1},\qquad G_{00}(z)=\langle 0|G(z)|0\rangle=\sum_n\frac{|\langle 0|n\rangle|^2}{z-E_n},$$

where $|n\rangle$ are the eigenstates of $H$; for an infinite crystal the sum becomes an integral. Real energies are approached from above, $z=E+i0$. Since $-\frac1\pi\,\mathrm{Im}\,(E+i0-E_n)^{-1}=\delta(E-E_n)$, the local density of states on site 0 is $\rho_0(E)=-\frac1\pi\mathrm{Im}\,G_{00}(E+i0)$, and the total density is $-\frac1\pi\mathrm{Im}\,\mathrm{Tr}\,G(E+i0)$. The site energy of the perfect lattice is taken as zero, $\langle0|H|0\rangle=0$.

A vacancy is a lattice from which the orbital $|0\rangle$ has been deleted, with all other matrix elements of $H$ unchanged. To reach it continuously, put a repulsive energy $U>0$ on site 0:

$$H_U=H+U|0\rangle\langle0|,\qquad G^U(z)=(z-H_U)^{-1}.$$

From $(z-H)G^U=1+U|0\rangle\langle0|G^U$, multiplication from the left by $G$ gives

$$G^U=G+G|0\rangle\,U\,\langle0|G^U .$$

The unknown on the right is the row $\langle0|G^U$. Projecting the equation on $\langle 0|$ gives $\langle0|G^U=\langle0|G+UG_{00}\langle0|G^U$, hence $\langle0|G^U=\langle0|G/(1-UG_{00})$, and therefore

$$G^U=G+G|0\rangle\,T\,\langle0|G,\qquad T(z)=\frac{U}{1-UG_{00}(z)} .$$

The denominator cannot vanish in the upper half plane. Each term of the spectral sum has a negative imaginary part there, so $\mathrm{Im}\,G_{00}<0$ and $\mathrm{Im}(1-UG_{00})>0$.

Now hold $z$ fixed and let $U\to\infty$. Then $T\to-1/G_{00}$, and

$$G^{\infty}_{ij}=G_{ij}-\frac{G_{i0}G_{0j}}{G_{00}} .$$

If $i=0$ or $j=0$ this is zero: no amplitude reaches the site. The remaining block is the resolvent of the lattice with the site deleted. To see this, write the element $i,j\neq0$ of $(z-H_U)G^U=1$:

$$\sum_{k\ne0}(z\delta_{ik}-H_{ik})G^U_{kj}-H_{i0}G^U_{0j}=\delta_{ij}.$$

The last term on the left contains $G^U_{0j}=G_{0j}/(1-UG_{00})$, which vanishes as $1/U$. What is left is the defining equation of $(z-H_{\rm vac})^{-1}$, where $H_{\rm vac}$ is $H$ without row and column 0.

The change in the density of states needs the trace of $G^U-G$. For an infinite crystal each trace diverges, but the difference is finite. By the cyclic property,

$$\mathrm{Tr}(G^U-G)=T\,\langle0|G^2|0\rangle .$$

Differentiating $(z-H)G=1$ gives $G+(z-H)\,dG/dz=0$, so $dG/dz=-G^2$. With a prime for $d/dz$,

$$\mathrm{Tr}(G^U-G)=\frac{-U\,G_{00}'}{1-UG_{00}}=\frac{d}{dz}\ln(1-UG_{00}).$$

Dividing numerator and denominator of the fraction by $-U$ puts it in a form whose limit is immediate:

$$\frac{G_{00}'}{G_{00}-1/U}\;\longrightarrow\;\frac{G_{00}'}{G_{00}}=\frac{d}{dz}\ln G_{00}\qquad(U\to\infty).$$

Site 0 is still included in the trace of $G^U$, but its contribution $G_{00}/(1-UG_{00})$ tends to zero. The density-of-states change of the vacancy is thus

$$\boxed{\;\Delta\rho(E)=-\frac1\pi\,\mathrm{Im}\,\frac{d}{dE}\ln G_{00}(E+i0)\;}$$

With $G_{00}=|G_{00}|e^{i\varphi}$ the modulus contributes to the real part of the logarithm, so $\Delta\rho=-\frac1\pi\,d\varphi/dE$. The vacancy is described by the phase of a quantity that belongs to the perfect crystal.

A determinant gives the same result without any limit and covers atoms with several orbitals. Let $A$ be a set of $M$ orbitals to be deleted from a finite system, $R$ the rest, and $H_{RR}=H_{\rm vac}$. Eliminating $R$ from the linear equations gives

$$\det(z-H)=\det(z-H_{\rm vac})\,\det S,\quad S=z-H_{AA}-H_{AR}(z-H_{\rm vac})^{-1}H_{RA},$$

and the same elimination shows that the $A$ block of the resolvent is $G_{AA}=S^{-1}$. Hence

$$\det G_{AA}(z)=\frac{\det(z-H_{\rm vac})}{\det(z-H)} .$$

For $M=1$ the left side is $G_{00}$. With $E_i$ the $N$ old levels and $E'_j$ the $N-1$ new ones,

$$\frac{d}{dz}\ln G_{00}=\sum_{j=1}^{N-1}\frac1{z-E'_j}-\sum_{i=1}^{N}\frac1{z-E_i},$$

so $\Delta\rho=\sum_j\delta(E-E'_j)-\sum_i\delta(E-E_i)$. Poles of $G_{00}$ are levels lost and zeros are levels gained; levels common to both sets cancel. This also settles what happens in a band gap of an infinite crystal. There $G_{00}$ is real, and if it passes through zero at $E'$, then $G_{00}'/G_{00}\simeq1/(z-E')$ nearby. The formula then contributes $+\delta(E-E')$, a level bound to the vacancy. $\Delta\rho$ must therefore be read as a distribution, with such gap levels and any weight at band edges included.

The integral follows from the phase at the two ends of the energy axis. Expanding the resolvent at large $|z|$ gives

$$G_{00}(z)=\frac1z+\frac{\mu_2}{z^3}+\frac{\mu_3}{z^4}+\dots,\qquad \mu_p=\langle0|H^p|0\rangle,$$

where the $1/z^2$ term is absent because the site energy is zero. Take a line $z=E+i\eta$ with $\eta>0$. On it $\mathrm{Im}\,G_{00}<0$, so $\varphi$ stays between $-\pi$ and $0$ and cannot jump by $2\pi$. At $E\to-\infty$, $G_{00}\simeq1/z$ is negative with a small negative imaginary part, and $\varphi\to-\pi$. At $E\to+\infty$ it is positive, and $\varphi\to0$. Therefore

$$\int_{-\infty}^{\infty}\Delta\rho\,dE=-\frac1\pi\bigl[0-(-\pi)\bigr]=-1 .$$

The value is independent of $\eta$, since moving off the axis replaces each delta function by a Lorentzian of the same weight, and so it holds for $\eta\to0$. For $M$ deleted orbitals $\det G_{AA}\simeq z^{-M}$. The finite-system level count then gives $(N-M)-N=-M$.

Stopping the integral at $E$ gives the change in the number of states below $E$:

$$\Delta N(E)=-\frac{\varphi(E)+\pi}{\pi},\qquad -1\le\Delta N\le0 .$$

Inside a band, where $\rho_0>0$, both inequalities are strict: a fraction of a state per spin is missing below $E$.

The minus one has a local reading. From $G^\infty_{jj}$, the change on atom $j$ is $\Delta\rho_j=\frac1\pi\mathrm{Im}(G_{j0}G_{0j}/G_{00})$. For $j=0$ this is $-\rho_0$, whose integral is $-1$. For $j\neq0$, $G_{j0}$ falls at least as fast as $1/z^2$, so the ratio falls at least as $1/z^3$ and its integral vanishes. The other atoms keep their number of states and have them redistributed in energy.

For finite $U$ the total is different. The function $1-UG_{00}$ tends to 1 at both ends of the axis and stays in the upper half plane between them, so its phase starts and ends at zero:

$$\int_{-\infty}^{\infty}\Delta\rho_U\,dE=0,\qquad \Delta N_U(E)=-\frac1\pi\arg\bigl(1-UG_{00}(E+i0)\bigr).$$

A potential moves states but does not destroy them. The missing state is found above the band, where $G_{00}$ is real, positive and decreasing. For large $U$ there is an energy $E_b$ at which $UG_{00}(E_b)=1$. Between the band top and $E_b$ the argument $1-UG_{00}$ is negative, its phase is $\pi$, and $\Delta N_U=-1$. Above $E_b$ it is positive and $\Delta N_U=0$. One full state sits at $E_b$. Inserting the large-energy expansion in $UG_{00}(E_b)=1$ and multiplying by $E_b$,

$$E_b=U\left(1+\frac{\mu_2}{E_b^2}+\frac{\mu_3}{E_b^3}+\dots\right)\simeq U+\frac{\mu_2}{U}+\frac{\mu_3}{U^2}.$$

As $U\to\infty$ this level leaves every fixed energy window. The integral over all energies is 0 for each finite $U$, while the integral of the limiting density is $-1$; the limit and the infinite integration do not commute. The vacancy corresponds to taking the limit first.

The approach to the limit inside the band follows from $1-UG_{00}=-UG_{00}\,[1-1/(UG_{00})]$. The phase of $-UG_{00}$ is $\varphi+\pi$, and to first order in $1/U$ the bracket adds $-\mathrm{Im}(1/G_{00})/U$. With $\mathrm{Im}(1/G_{00})=-\mathrm{Im}\,G_{00}/|G_{00}|^2=\pi\rho_0/|G_{00}|^2$,

$$\Delta N_U-\Delta N\simeq\frac{\rho_0}{U|G_{00}|^2}.$$

Infinite attraction gives a useful contrast. For $U\to-\infty$, $T$ has the same limit $-1/G_{00}$, so the surrounding lattice and $\Delta\rho$ in a fixed window are the same. But $1-UG_{00}$ now lies in the lower half plane and its phase tends to $\varphi$, so the count below $E$ tends to $-\varphi/\pi=\Delta N+1$. The extra state is the level that has gone to very low energy. If it is filled it holds one electron per spin, so the electron count differs from that of a vacancy although the band is altered in the same way.

For a worked case take an fcc crystal with one s orbital per atom, hopping $-t$ to the 12 nearest neighbours and one electron per atom. With $c_x=\cos(k_xa/2)$ and so on, $a$ being the cubic lattice constant,

$$E(\mathbf k)=-4t\,(c_xc_y+c_yc_z+c_zc_x).$$

This is linear in each cosine separately, so its extremes over $-1\le c\le1$ lie at corners of that cube. Equal signs give $-12t$ and mixed signs give $+4t$. With $t=0.55$ eV the band runs from $-6.60$ to $2.20$ eV. For the Green function, write $z-E(\mathbf k)=A+Bc_z$ with $A=z+4tc_xc_y$ and $B=4t(c_x+c_y)$. The average over $k_z$ is elementary, and

$$G_{00}(z)=\left\langle\frac{1}{\sqrt{A-B}\,\sqrt{A+B}}\right\rangle_{k_x,k_y},$$

with principal square roots, which give the required $1/z$ at large $z$. The remaining average is numerical, and the value on the real axis is extrapolated from energies slightly above it.

Half filling puts the Fermi level at $E_F=0.505$ eV, which makes the occupied width 7.10 eV. There

$$G_{00}(E_F)=(-0.1427-0.7454\,i)\ \text{eV}^{-1},\qquad\varphi=-1.7600 .$$

The host density is $\rho_0=0.7454/\pi=0.2373$ states/(eV atom spin), and the count is

$$\Delta N(E_F)=-\frac{-1.7600+3.1416}{3.1416}=-0.4398$$

per spin, or $-0.880$ electrons for both spins. The density change at the Fermi level is $\Delta\rho(E_F)=-0.1248$ states/(eV spin), only about half of the $-0.2373$ carried by the missing site itself. The other atoms together gain the difference, $0.1125$.

The phase formula was tested on 500-site periodic cells from which one atom was removed. Eigenvalues were counted with a Lorentzian smoothing of 1.10 eV and averaged over periodic and antiperiodic boundaries. At $-3.30$ eV and at $E_F$ the counts agree with the phase at the same smoothing to within 0.003 states. Integration of $\Delta\rho$ along a line 0.55 eV above the real axis gives $-1.000000$ for the vacancy, and zero to the same number of digits for $U=11$ eV.

The coefficient of the approach to the limit is $\rho_0/|G_{00}|^2=0.2373/0.5760=0.412$ eV. It predicts that $U=100$ eV leaves the count 0.0041 above its limit, and the full expression gives $-0.4357$ against $-0.4398$. At $U=10$ eV the count is $-0.3998$, an error of 9 % of the limiting value. A repulsion comparable with the bandwidth is therefore a fair but not an accurate vacancy in this model. For the split-off level, $\mu_2=12t^2=3.63$ eV$^2$, and $U+\mu_2/U=100.0363$ eV at $U=100$ eV, against the computed $100.0355$ eV. The next term accounts for the difference. Each of the 12 neighbours shares 4 further neighbours with site 0, so $\mu_3=12\cdot4\,(-t)^3=-8.0$ eV$^3$ and $\mu_3/U^2=-0.0008$ eV.

The count also tells whether the bare vacancy is neutral. Removing a neutral atom takes away one positive core charge and should take away one electron, while the distant crystal fixes $E_F$. The model removes 0.880, so 0.120 electrons too many remain. Neutrality would need $\varphi=-\pi/2$, that is $\mathrm{Re}\,G_{00}(E_F)=0$. This happens at half filling when $\rho_0(E)$ is even about $E_F$ and finite and nonzero there, because the real part is the principal-value integral of $\rho_0(E)/(E_F-E)$ and opposite energies cancel. The simple cubic lattice with nearest-neighbour hopping is such a case: shifting $\mathbf k$ by $\pi/a$ along each axis reverses the sign of its band energy. The fcc band, from $-12t$ to $4t$, lacks this symmetry.

In a metal the excess electrons would raise the potential energy of an electron near the vacancy until the charge was screened. The size of this missing response can be estimated by shifting the 12 neighbours by a common energy $V$. Their density of states beside the vacancy follows from $G_{00}$ alone. The 00 element of $(z-H)G=1$ reads $zG_{00}+12tG_{10}=1$, because the neighbours are equivalent, so

$$G_{10}=\frac{1-zG_{00}}{12t},\qquad G^{\infty}_{11}=G_{00}-\frac{G_{10}^2}{G_{00}} .$$

Here $G_{11}=G_{00}$ by translation and $G_{01}=G_{10}$ because $H$ is real. At $E_F$ this gives $G_{10}=(0.162+0.057\,i)$ eV$^{-1}$ and $\rho_{1}=-\frac1\pi\mathrm{Im}\,G^\infty_{11}=0.2453$ states/(eV atom spin). Each neighbour gains about 0.008, and the shell of 12 about 0.10. That this is close to the total of 0.1125 found above is accidental, because the change at fixed energy is not confined to the first shell. The same formula gives about 0.01, 0.08 and 0.03 for the next three shells. The first four shells thus overshoot the total by about a factor of two, and more distant shells cancel the excess.

For a weak potential on one site the finite-$U$ count becomes $-\frac1\pi\arg(1-VG)\simeq\frac V\pi\mathrm{Im}\,G=-V\rho$, and to first order the sites add. Both spins of 12 neighbours must expel 0.1204 electrons:

$$V=\frac{0.1204}{2\times12\times0.2453\ \text{eV}^{-1}}=0.0205\ \text{eV}.$$

The shift is upward, as it should be for an excess of electrons, and small against the occupied width, which supports the first-order estimate. It is not a self-consistent potential, since the whole response has been placed on one shell.

Other omissions can be sized in the same currency. At 378 K, a plausible temperature of use for an interconnect, $k_BT=0.0326$ eV. With the chemical potential readjusted to keep the host at one electron per atom, the count changes by 0.0003 electrons, which is negligible here. If the neighbours relax inward by 2 % of their distance, an assumed rough value, and hopping varies as the inverse square of bond length, the count rises by a few hundredths of an electron. The same 500-site cells give 0.03 at fixed $E_F$ and a smoothing of 0.55 eV; this smoothing understates the effect, which grows steadily as the smoothing is reduced and reaches about 0.043 in the infinite lattice without smoothing. Adding a second-neighbour hopping of the same sign as the first and one tenth its size, at fixed filling, moves the count from $-0.890$ to $-0.856$; the opposite sign moves it to $-0.916$. These three values carry a smoothing of 0.22 eV, which explains why the first differs from $-0.880$; without smoothing the other two become about $-0.840$ and $-0.909$. The imbalance of 0.12 electrons is thus uncertain by a few hundredths of an electron from either cause, even within a one-band description.

The hopping was chosen so that the occupied width is roughly the Fermi energy of free electrons at the density of one per copper atom, about 7 eV. The resemblance goes little further. Copper has filled d states starting roughly 2 eV below the Fermi level, which mix with the s states, and its p states remove the sharp band top at 2.20 eV. Neither effect is sized by the numbers above. With s, p and d orbitals on each atom the determinant formula applies with $M=9$ per spin, and the integral becomes $-9$. Real copper also breaks the assumption of an unchanged surrounding potential. In a full calculation screening brings the total electron change to that of the removed neutral atom. In the one-band model the part that screening would have to supply is the 12 % shortfall relative to one electron; the corresponding figure for copper is not given by this model. The main computed values, with the smoothings stated, are in the numerical output below.

## Computed results

```
hopping t = 0.55 eV
band bottom = -6.60 eV, band top = 2.20 eV
Fermi level (site energy = 0) = 0.505 eV
occupied width = 7.10 eV
Re G00(E_F) = -0.1427 1/eV
Im G00(E_F) = -0.7454 1/eV
arg G00(E_F) = -1.7600 rad
host DOS at E_F = 0.2373 states/(eV atom spin)
DOS change at E_F = -0.1248 states/(eV spin)
count change below E_F = -0.4398 states per spin
count change below E_F = -0.8796 electrons, both spins
integral of DOS change, vacancy = -1.000000 per spin
integral for finite U = 11.0 eV: 0.000000 per spin (magnitude)
U = 10 eV: count change below E_F = -0.39980 per spin
U = 100 eV: count change below E_F = -0.43568 per spin
U = 1000 eV: count change below E_F = -0.43938 per spin
U = 10000 eV: count change below E_F = -0.43975 per spin
split-off level at U = 100 eV: 100.0355 eV
estimate U + 12 t^2/U = 100.0363 eV
Neglected effects:
excess electrons of bare vacancy = 0.1204
neighbour DOS at E_F = 0.2453 states/(eV atom spin)
neighbour shift for neutrality = 0.0205 eV
temperature = 378 K, kT = 0.0326 eV
thermal change of count = 0.00028 electrons
relaxation 2 % inward: change of count = 0.0295 electrons
  (smoothing 0.55 eV)
count with t2 = 0: -0.8898 electrons
count with t2 = +0.1 t: -0.8558 electrons
count with t2 = -0.1 t: -0.9163 electrons
  (smoothing 0.22 eV)
```
